**Symmetry trapping and noise growth in UHF iterations for H₃⁺ (HF/6-31G, Rydberg units)**

The SCF map \(G\) on spin density matrices \(D=(D^\alpha,D^\beta)\) obeys \(G(gD)=gG(D)\) for a symmetry \(g\) (spin flip \(\theta\), inversion \(P\)) when the frontier level has a gap, so mixers that commute with \(g\) keep a symmetric guess symmetric. Spin noise grows by \(\mu=1-\alpha+\alpha\lambda\) per simple-mixing step, where \(\alpha\) is the mixing parameter and \(\lambda\) an eigenvalue of \(\Delta^{-1}M\), with \(\Delta_a=\varepsilon_a-\varepsilon_i\) and \(M_{ab}=(ab|ii)+(ai|bi)\) for occupied \(i\) and virtual \(a,b\). The program asserts covariance of the map and of simple, preconditioned, Pulay and Broyden trajectories, and its failure for a non-symmetry and for spin-dependent mixing. It also asserts agreement of the response eigenvalues with a finite-difference Jacobian, of \(2x^T(\Delta-M)x\) with energy differences, of \(\mu\) and the escape counts with iteration, and of the energies with PySCF and direct minimization. For linear H₃⁺ at 4 bohr, \(\lambda=1.80145\) and the run with rounding noise meets \(|R|<10^{-6}\), with \(R=G(D)-D\), at step 21 on the RHF saddle, 0.134550 Ry above UHF, and escapes only near step 101. Pulay mixing returns to the saddle from a \(10^{-3}\) seed, and the instability begins at 1.963 bohr. In equilateral triplet H₃⁺, integer filling of the degenerate e′ level breaks the threefold symmetry in one step by \(\sqrt2\sin120^\circ\), while half filling preserves it.

## Program and output

```python
# Result under test: for UHF the SCF map G obeys G(gD) = g G(D) for a symmetry g (given a
# frontier gap); simple, preconditioned, Pulay and Broyden mixing commute with g; so a
# symmetric guess stays symmetric. Noise in the spin sector is multiplied per simple-mixing
# step by mu = 1 - alpha + alpha*lam, lam = eigenvalue of Delta^-1 M, and lam > 1 exactly
# when the energy coefficient 2 x^T (Delta - M) x can be negative.
# Symbols: D = (D_alpha, D_beta) in the Loewdin basis, one electron per spin; i occupied,
# a,b virtual; Delta_a = eps_a - eps_i; M_ab = (ab|ii) + (ai|bi); theta = spin flip,
# P = inversion; odd part = (D - gD)/2, Frobenius norm. Energies in Ry, lengths in bohr.
# System: linear symmetric H3+ (and equilateral triplet H3+), HF/6-31G.
import numpy as np
from numpy.linalg import eigh, norm
from scipy.optimize import brentq, minimize
from scipy.constants import physical_constants
from pyscf import gto, scf
scf.hf.MUTE_CHKFILE = True
RY_EV = physical_constants['Rydberg constant times hc in eV'][0]
rng = np.random.default_rng(7)
N, ALPHA, R0, TOL = 6, 0.5, 4.0, 1e-6
R_SHORT, R_MID = 1.4, 2.0
Q = np.linalg.qr(rng.normal(size=(N, N)))[0]
def atom_perm(p): return np.kron(np.eye(3)[p], np.eye(2))
PM = atom_perm([2, 1, 0])
def theta(D): return D[::-1].copy()
def inversion(D): return PM @ D @ PM.T
def odd(D, g): return norm(D - g(D)) / 2
def proj(c): return np.einsum('xp,xq->xpq', c, c)
def sym_random():
    a = rng.normal(size=(2, N, N)); a = a + a.transpose(0, 2, 1)
    return a / norm(a)

def system(coords):
    mol = gto.M(atom=[('H', c) for c in coords], unit='Bohr', basis='6-31g', charge=1, verbose=0)
    w, U = eigh(mol.intor('int1e_ovlp')); X = (U / np.sqrt(w)) @ U.T
    h = 2 * X @ (mol.intor('int1e_kin') + mol.intor('int1e_nuc')) @ X
    eri = 2 * np.einsum('pqrs,pi,qj,rk,sl->ijkl', mol.intor('int2e'), X, X, X, X, optimize=True)
    e, C = eigh(h)
    return dict(mol=mol, X=X, h=h, eri=np.ascontiguousarray(eri), enuc=2 * mol.energy_nuc(),
                C=C, A=(C / np.sqrt(1 + 0.3 * (e - e[0]))) @ C.T)
def linear(R): return system([(0, 0, -R), (0, 0, 0), (0, 0, R)])
def fock(s, D):
    return s['h'] + np.einsum('pqrs,rs->pq', s['eri'], D[0] + D[1]) - np.einsum('prsq,xrs->xpq', s['eri'], D)
def energy(s, D): return 0.5 * np.sum((s['h'] + fock(s, D)) * D) + s['enuc']
def scf_map(s, D, noisy=False):
    # noisy: beta is diagonalized in a rotated basis; same mathematics, different rounding
    F = fock(s, D)
    if noisy: F[1] = Q.T @ F[1] @ Q
    c = eigh(F)[1][:, :, 0].copy()
    if noisy: c[1] = Q @ c[1]
    return proj(c)
def run(s, D, mixer, nmax, tol=0.0, noisy=False):
    xs, rs, H = [], [], ALPHA * np.eye(2 * N * N)
    for n in range(nmax):
        R = scf_map(s, D, noisy) - D
        xs.append(D); rs.append(R)
        if norm(R) < tol: break
        if mixer == 'simple' or (n == 0 and mixer in ('pulay', 'broyden')): D = D + ALPHA * R
        elif mixer == 'precond': D = D + ALPHA * (s['A'] @ R @ s['A'])
        elif mixer == 'perspin': D = D + np.array([0.5, 0.4])[:, None, None] * R
        elif mixer == 'pulay':
            ks = range(max(0, n - 8), n)
            dX = np.array([(xs[k + 1] - xs[k]).ravel() for k in ks])
            dR = np.array([(rs[k + 1] - rs[k]).ravel() for k in ks])
            gam = np.linalg.lstsq(dR.T, R.ravel(), rcond=None)[0]
            D = D + ALPHA * R - ((dX + ALPHA * dR).T @ gam).reshape(D.shape)
        else:
            dx, dr = (xs[-1] - xs[-2]).ravel(), (rs[-1] - rs[-2]).ravel()
            H = H - np.outer(dx + H @ dr, dr) / (dr @ dr)
            D = D + (H @ R.ravel()).reshape(D.shape)
    return xs, np.array([norm(r) for r in rs])
def core_guess(s): return proj(np.stack([s['C'][:, 0]] * 2))
def rhf(s):
    D = core_guess(s)
    for _ in range(300):
        D = D + ALPHA * (scf_map(s, D) - D); D = (D + theta(D)) / 2
    assert norm(scf_map(s, D) - D) < 1e-12
    return D
def response(s, D):
    e, C = eigh(fock(s, D)[0]); i, V, dl = C[:, 0], C[:, 1:], e[1:] - e[0]
    aibi = np.einsum('pqrs,pa,q,rb,s->ab', s['eri'], V, i, V, i, optimize=True)
    M = np.einsum('pqrs,pa,qb,r,s->ab', s['eri'], V, V, i, i, optimize=True) + aibi
    sc = 1 / np.sqrt(np.outer(dl, dl)); lam, y = eigh(M * sc)
    x = y[:, -1] / np.sqrt(dl); x /= norm(x)
    m = np.outer(V @ x, i); m = m + m.T; mode = np.stack([m, -m])
    par = np.diag(V.T @ PM @ V) * (i @ PM @ i)
    return dict(i=i, V=V, dl=dl, M=M, spin=M * sc, charge=-(4 * aibi - M) * sc,
                lam=lam[-1], x=x, mode=mode / norm(mode), par=par)
basis = []
for sp in range(2):
    for p in range(N):
        for q in range(p + 1):
            b = np.zeros((2, N, N)); b[sp, p, q] = b[sp, q, p] = 1; basis.append(b / norm(b))
B = np.array([b.ravel() for b in basis])
def fd_jacobian(s, D, d=1e-5):
    return np.array([B @ (scf_map(s, D + d * b) - scf_map(s, D - d * b)).ravel() / (2 * d) for b in basis]).T
def direct_min(s):
    def f(v):
        c = v.reshape(2, N); return energy(s, proj(c / norm(c, axis=1)[:, None]))
    return min(minimize(f, rng.normal(size=2 * N), method='BFGS', options={'gtol': 1e-7}).fun for _ in range(5))

s = linear(R0); Dr = rhf(s); Er = energy(s, Dr); r = response(s, Dr)
mf = scf.RHF(s['mol']); mf.conv_tol = 1e-12
assert abs(2 * mf.kernel() - Er) < 1e-8
print(f"linear H3+ HF/6-31G, R = {R0:.2f} bohr, alpha = {ALPHA}, threshold |R| < {TOL:.0e}")
print(f"E(RHF) = {Er:.8f} Ry, lowest gap Delta = {r['dl'][0]:.6f} Ry")

# covariance of the map and of whole mixer trajectories on an unsymmetric start
D0 = Dr + 0.3 * sym_random(); SW = atom_perm([1, 0, 2])
print(f"test density odd parts: theta {odd(D0, theta):.4f}, P {odd(D0, inversion):.4f}")
for name, g in (('theta', theta), ('P', inversion)):
    err = norm(scf_map(s, g(D0), True) - g(scf_map(s, D0, True))); assert err < 1e-11
    print(f"|G(gD) - gG(D)|, g = {name}: {err:.1e}")
bad = norm(scf_map(s, SW @ D0 @ SW.T) - SW @ scf_map(s, D0) @ SW.T); assert bad > 1e-2
print(f"same for end-centre swap (no symmetry): {bad:.4f}")
D1 = Dr + 0.05 * sym_random()
for mx in ('simple', 'precond', 'pulay', 'broyden', 'perspin'):
    ref = run(s, D1, mx, 7, noisy=True)[0][-1]
    er = [norm(run(s, g(D1), mx, 7, noisy=True)[0][-1] - g(ref)) for g in (theta, inversion)]
    assert er[1] < 1e-9 and ((er[0] > 1e-4) if mx == 'perspin' else (er[0] < 1e-9))
    print(f"mixer {mx}: mismatch after 6 steps, theta {er[0]:.1e}, P {er[1]:.1e}")
one = odd(run(s, core_guess(s), 'perspin', 2)[0][-1], theta); assert one > 1e-3
print(f"per-spin alpha 0.5/0.4, theta-odd after 1 step from symmetric guess: {one:.4f}")
Dp = (D0 + inversion(D0)) / 2
pa = max(odd(d, inversion) for d in run(s, Dp, 'simple', 31)[0]); assert pa < 1e-8 < odd(Dp, theta)
print(f"theta-broken, P-even guess: max P-odd over 30 steps = {pa:.1e}")

# Jacobian: finite differences against the response formula, sector by sector
Jm = fd_jacobian(s, Dr); I = np.eye(len(B))
T = [np.array([B @ g(b).ravel() for b in basis]).T for g in (theta, inversion)]
com = max(norm(Jm @ t - t @ Jm) for t in T); assert com < 1e-6
assert np.allclose(abs(r['par']), 1, atol=1e-8)
print(f"largest commutator norm |[J, g]| = {com:.1e}")
for st, key in ((1, 'charge'), (-1, 'spin')):
    for sp in (1, -1):
        w, U = eigh((I + st * T[0]) @ (I + sp * T[1]) / 4); U = U[:, w > 0.5]
        num = np.sort(np.linalg.eigvals(U.T @ Jm @ U).real)
        k = np.where(r['par'] * sp > 0)[0]; lam = eigh(r[key][np.ix_(k, k)])[0]
        assert np.allclose(num, np.sort(np.r_[lam, np.zeros(len(num) - len(lam))]), atol=1e-6)
        print(f"sector {key}, P {sp:+d}: lambda = " + " ".join(f"{v:.5f}" for v in lam))
lam = r['lam']; mu = 1 - ALPHA + ALPHA * lam; assert lam > 1
print(f"top lambda = {lam:.6f}, mu = {mu:.6f}, ln mu = {np.log(mu):.6f}")
def e_coeff(x, t=1e-3):
    c = np.stack([r['i'] + t * r['V'] @ x, r['i'] - t * r['V'] @ x])
    return (energy(s, proj(c / norm(c, axis=1)[:, None])) - Er) / t**2
x = r['x']; xd = x @ (r['dl'] * x); xr = rng.normal(size=N - 1); xr /= norm(xr)
assert abs(e_coeff(x) - 2 * (1 - lam) * xd) < 1e-4
assert abs(e_coeff(xr) - 2 * xr @ (np.diag(r['dl']) - r['M']) @ xr) < 1e-4
print(f"x.Delta.x = {xd:.6f} Ry, x.M.x = {x @ r['M'] @ x:.6f} Ry")
print(f"energy coefficient: formula {2*(1-lam)*xd:.5f} Ry, finite difference {e_coeff(x):.5f} Ry")

# identical arithmetic, then genuine rounding noise
xs, res = run(s, core_guess(s), 'simple', 1000)
amax = max(odd(d, theta) for d in xs); assert amax == 0 and abs(energy(s, xs[-1]) - Er) < 1e-10
print(f"identical arithmetic, {len(xs)} steps: max theta-odd = {amax:.1f}, E = {energy(s, xs[-1]):.8f} Ry")
xs, res = run(s, core_guess(s), 'simple', 4000, noisy=True)
a = np.array([odd(d, theta) for d in xs])
nc = int(np.argmax(res < TOL)); k = int(np.argmax(a > 1e-6)); ne = int(np.argmax(a > 0.1))
nu = int(np.where(res > TOL)[0][-1]) + 1; Ec = energy(s, scf_map(s, xs[nc]))
assert nc < k < ne and a[nc] < 1e-9 and abs(Ec - Er) < 1e-9 and abs(a[k + 1] / a[k] - mu) < 1e-3
print(f"rounding noise: threshold met at step {nc}, theta-odd = {a[nc]:.1e}, E = {Ec:.8f} Ry")
print(f"measured growth factor at step {k}: {a[k+1]/a[k]:.6f}, effective seed {a[k]/mu**k:.1e}")
print(f"theta-odd passes 0.1 at step {ne}; UHF converged at step {nu}")
Du = xs[-1]; Eu = energy(s, Du); assert res[-1] < 1e-10 and Eu < Er - 1e-4
mu_f = scf.UHF(s['mol']); mu_f.conv_tol = 1e-12
assert abs(2 * mu_f.kernel(dm0=s['X'] @ Du @ s['X']) - Eu) < 1e-8
Ed = direct_min(s); assert abs(Ed - Eu) < 1e-7
s2 = 1 - np.sum(Du[0] * Du[1]); assert abs(s2 - mu_f.spin_square()[0]) < 1e-6
lu = np.linalg.eigvals(fd_jacobian(s, Du)).real.max(); assert lu < 1
for g in (theta, inversion):
    assert abs(energy(s, g(Du)) - Eu) < 1e-10 and norm(scf_map(s, g(Du)) - g(Du)) < 1e-9
print(f"E(UHF) = {Eu:.8f} Ry, direct minimization {Ed:.8f} Ry")
print(f"E(RHF) - E(UHF) = {Er-Eu:.6f} Ry = {(Er-Eu)*RY_EV:.4f} eV")
print(f"UHF: <S^2> = {s2:.4f}, top lambda = {lu:.4f}, odd theta {odd(Du, theta):.4f}, odd P {odd(Du, inversion):.4f}")
print("UHF Loewdin spin populations: " + " ".join(f"{v:.4f}" for v in np.diag(Du[0] - Du[1]).reshape(3, 2).sum(1)))

# known seeds, Pulay, random kick
for eps in (1e-12, 1e-6):
    aa = np.array([odd(d, theta) for d in run(s, Dr + eps * r['mode'], 'simple', 600)[0]])
    n, pred = int(np.argmax(aa > 1e-3)), np.log(1e-3 / eps) / np.log(mu); assert abs(n - pred) <= 1.01
    print(f"seed {eps:.0e} to 1e-3: predicted {pred:.1f} steps, counted {n}")
print(f"predicted steps from 1e-16 to 0.1: {np.log(1e15)/np.log(mu):.1f}")
for lab, st in (("core guess, noisy", core_guess(s)), ("seed 1e-3 on unstable mode", Dr + 1e-3 * r['mode'])):
    xs, res = run(s, st, 'pulay', 100, 1e-8, True); E = energy(s, scf_map(s, xs[-1]))
    assert res[-1] < 1e-8 and abs(E - Er) < 1e-9
    assert odd(xs[-1], theta) < (1e-9 if lab.startswith('core') else 1e-6)
    print(f"Pulay, {lab}: |R|<1e-8 at step {len(xs)-1}, theta-odd {odd(xs[-1], theta):.1e}, E = {E:.8f} Ry")
xs, res = run(s, Dr + 0.1 * sym_random(), 'simple', 4000, TOL); E = energy(s, scf_map(s, xs[-1]))
assert res[-1] < TOL and abs(E - Eu) < 1e-8
print(f"random kick 0.1, simple mixing: converged at step {len(xs)-1}, E = {E:.8f} Ry")

# shorter distances: growth factor against formula, and the critical distance
factors = {}
for R in (R_SHORT, R_MID):
    t = linear(R); Dt = rhf(t); rt = response(t, Dt); mt = 1 - ALPHA + ALPHA * rt['lam']
    aa = [odd(d, theta) for d in run(t, Dt + 1e-4 * rt['mode'], 'simple', 7)[0]]
    print(f"R = {R:.2f} bohr: lambda = {rt['lam']:.6f}, mu = {mt:.6f}, measured {aa[6]/aa[5]:.6f}")
    assert abs(aa[6] / aa[5] - mt) < 1e-5
    factors[R] = aa[6] / aa[5]
assert factors[R_SHORT] < 1
def excess(R):
    t = linear(R); return response(t, rhf(t))['lam'] - 1
Rc = brentq(excess, R_SHORT, R0, xtol=1e-6)
assert (factors[R_MID] > 1) == (Rc < R_MID)
low = []
for R in (Rc - 0.2, Rc + 0.2):
    t = linear(R); low.append(energy(t, rhf(t)) - direct_min(t))
print(f"critical distance Rc = {Rc:.4f} bohr")
print(f"RHF minus direct minimum: {low[0]:.1e} Ry at Rc-0.2, {low[1]:.6f} Ry at Rc+0.2 bohr")
assert abs(low[0]) < 1e-7 and low[1] > 1e-5

# degenerate frontier level: triplet equilateral H3+, both electrons alpha
t = system([(R0 / 3**0.5 * np.cos(p), R0 / 3**0.5 * np.sin(p), 0) for p in 2 * np.pi * np.arange(3) / 3])
C3 = atom_perm([1, 2, 0])
def filled(C, occ): return (C[:, :3] * occ) @ C[:, :3].T
def c3_change(d): return norm(C3 @ d @ C3.T - d)
din = filled(t['C'], [1, .5, .5]); e, C = eigh(fock(t, np.stack([din, 0 * din]))[0])
assert c3_change(din) < 1e-10 and abs(e[2] - e[1]) < 1e-10 and e[3] - e[2] > 0.01
bi, bf = c3_change(filled(C, [1, 1, 0])), c3_change(filled(C, [1, .5, .5]))
pred = np.sqrt(2) * np.sin(2 * np.pi / 3); assert abs(bi - pred) < 1e-9 and bf < 1e-10
print(f"equilateral side {R0:.2f} bohr, alpha levels: {e[0]:.5f} {e[1]:.5f} {e[2]:.5f} Ry")
print(f"|CDC^T - D|: integer filling {bi:.6f} (formula {pred:.6f}), half filling {bf:.1e}")
print("tests ok")
```

It prints:

```
linear H3+ HF/6-31G, R = 4.00 bohr, alpha = 0.5, threshold |R| < 1e-06
E(RHF) = -1.96150791 Ry, lowest gap Delta = 0.470667 Ry
test density odd parts: theta 0.2276, P 0.1874
|G(gD) - gG(D)|, g = theta: 2.1e-15
|G(gD) - gG(D)|, g = P: 4.7e-15
same for end-centre swap (no symmetry): 0.7455
mixer simple: mismatch after 6 steps, theta 7.0e-15, P 5.2e-15
mixer precond: mismatch after 6 steps, theta 2.5e-15, P 6.3e-15
mixer pulay: mismatch after 6 steps, theta 4.4e-14, P 4.2e-14
mixer broyden: mismatch after 6 steps, theta 1.1e-14, P 2.9e-14
mixer perspin: mismatch after 6 steps, theta 8.0e-03, P 5.0e-15
per-spin alpha 0.5/0.4, theta-odd after 1 step from symmetric guess: 0.0403
theta-broken, P-even guess: max P-odd over 30 steps = 6.2e-12
largest commutator norm |[J, g]| = 1.3e-09
sector charge, P +1: lambda = -0.04943 0.14869 0.20455
sector charge, P -1: lambda = -0.28012 0.17345
sector spin, P +1: lambda = 0.22712 0.33285 1.31134
sector spin, P -1: lambda = 0.25094 1.80145
top lambda = 1.801450, mu = 1.400725, ln mu = 0.336990
x.Delta.x = 0.473556 Ry, x.M.x = 0.853087 Ry
energy coefficient: formula -0.75906 Ry, finite difference -0.75906 Ry
identical arithmetic, 1000 steps: max theta-odd = 0.0, E = -1.96150791 Ry
rounding noise: threshold met at step 21, theta-odd = 2.6e-13, E = -1.96150791 Ry
measured growth factor at step 67: 1.400725, effective seed 2.2e-16
theta-odd passes 0.1 at step 101; UHF converged at step 150
E(UHF) = -2.09605764 Ry, direct minimization -2.09605764 Ry
E(RHF) - E(UHF) = 0.134550 Ry = 1.8306 eV
UHF: <S^2> = 0.9038, top lambda = 0.9512, odd theta 0.9507, odd P 0.9507
UHF Loewdin spin populations: -0.7537 -0.0000 0.7537
seed 1e-12 to 1e-3: predicted 61.5 steps, counted 62
seed 1e-06 to 1e-3: predicted 20.5 steps, counted 21
predicted steps from 1e-16 to 0.1: 102.5
Pulay, core guess, noisy: |R|<1e-8 at step 8, theta-odd 1.9e-14, E = -1.96150791 Ry
Pulay, seed 1e-3 on unstable mode: |R|<1e-8 at step 7, theta-odd 3.9e-13, E = -1.96150791 Ry
random kick 0.1, simple mixing: converged at step 370, E = -2.09605764 Ry
R = 1.40 bohr: lambda = 0.823262, mu = 0.911631, measured 0.911631
R = 2.00 bohr: lambda = 1.011683, mu = 1.005841, measured 1.005841
critical distance Rc = 1.9630 bohr
RHF minus direct minimum: -1.3e-13 Ry at Rc-0.2, 0.003949 Ry at Rc+0.2 bohr
equilateral side 4.00 bohr, alpha levels: -1.66160 -1.14964 -1.14964 Ry
|CDC^T - D|: integer filling 1.224745 (formula 1.224745), half filling 2.0e-15
tests ok
```
